# Which resistance extrema carry integer Landau indices?: test program

```python
"""
Which extrema of a magneto-oscillation carry integer Landau indices?
Result under test: minima of sigma_xx do. For one parabolic 2D band with
short-range scatterers plus a parallel, non-oscillating channel b*sigma0,
  d rho_xx = (2 d/sigma0) (1+b-b^2 x^2) / ((1+b)^2 + b^2 x^2)^2 ,
so rho_xx is inverted only for x > sqrt(1+b)/b, and never for b = 0.
Symbols: x = omega_c tau0 = mobility*B; gamma = density of states divided by
its zero-field value; d = gamma-1; sigma0 = n e mobility; nu = F/B;
F = oscillation frequency; rho_xx = sigma_xx/(sigma_xx^2+sigma_xy^2).
"""
import numpy as np
import sympy as sp
from scipy.constants import e as q_e, h as planck


def wrap(c):
    """Intercept modulo 1, placed in [-0.25, 0.75)."""
    return (c + 0.25) % 1.0 - 0.25


def band_tensor(gamma, x):
    """sigma_xx and sigma_xy of the oscillating band, in units of sigma0."""
    sxx = gamma**2 / (gamma**2 + x**2)
    return sxx, (1 - gamma * sxx) / x


def rho(sxx, sxy):
    return sxx / (sxx**2 + sxy**2)


def slope_formula(x, b):
    return 2 * (1 + b - b**2 * x**2) / ((1 + b)**2 + b**2 * x**2)**2


# ---- symbolic tests of the linear response formulas ----
G, X, Bc = sp.symbols("gamma x b", positive=True)
sxx_s, sxy_s = band_tensor(G, X)
rho_s = rho(sxx_s + Bc, sxy_s)
assert sp.simplify(sp.diff(rho_s, G).subs(G, 1) - slope_formula(X, Bc)) == 0
assert sp.simplify(slope_formula(X, 0) - 2) == 0
kappa_s = sp.simplify((sp.diff(sxy_s, G) / sp.diff(sxx_s, G)).subs(G, 1))
assert sp.simplify(kappa_s + (1 + 3 * X**2) / (2 * X**3)) == 0
s, t, k, eps = sp.symbols("s t k eps", positive=True)
general = sp.diff(rho(s + eps, s * t + k * eps), eps).subs(eps, 0)
target = -(1 - t**2 + 2 * k * t) / (s**2 * (1 + t**2)**2)
assert sp.simplify(general - target) == 0

# ---- level positions from ladder matrices (unit field, mass, velocity) ----
M = 40
a = np.diag(np.sqrt(np.arange(1.0, M)), 1)
px, py = (a + a.T) / np.sqrt(2), (a - a.T) / (1j * np.sqrt(2))
area_par = np.linalg.eigvalsh((px @ px + py @ py) / 2)[:10]
zero = np.zeros((M, M))
dirac = np.linalg.eigvalsh(np.sqrt(2) * np.block([[zero, a], [a.T, zero]]))
area_dir = np.sort(dirac[dirac > 0.1])[:10]**2 / 2
ideal = []
for area in (area_par, area_dir):
    mid = (area[1:] + area[:-1]) / 2
    values = wrap(-mid)
    assert np.ptp(values) < 1e-8
    ideal.append(values.mean())
assert abs(ideal[0]) < 1e-8 and abs(ideal[1] - 0.5) < 1e-8


# ---- Kubo sums over explicit Landau levels (hbar = e = m = omega_c = 1) ----
def kubo_levels(x, n_levels=80):
    """Self-consistent Born tensor; half-filled level set, centre E = 40."""
    energy = np.linspace(-4.0, 43.0, 4701)
    levels = np.arange(n_levels) + 0.5
    coupling = 1 / (2 * np.pi * x)
    sigma = np.full(energy.size, -0.5j / x)
    for _ in range(300):
        green = 1 / ((energy - sigma)[:, None] - levels)
        new = coupling * green.sum(axis=1)
        change = np.abs(new - sigma)
        sigma = new
    green = 1 / ((energy - sigma)[:, None] - levels)
    win = energy > 36.995
    assert change[win].max() < 1e-8
    spec = -green.imag / np.pi
    weight = np.arange(1, n_levels)
    sxx = 0.5 * (weight * spec[:, :-1] * spec[:, 1:]).sum(axis=1)
    im_mid = (green.imag[1:] + green.imag[:-1]) / 2
    d_re = np.diff(green.real, axis=0)
    step = im_mid[:, :-1] * d_re[:, 1:] - im_mid[:, 1:] * d_re[:, :-1]
    sxy = np.cumsum((weight * step).sum(axis=1)) / (2 * np.pi**2)
    sxy = np.concatenate([[0.0], sxy])
    dos = spec.sum(axis=1) / (2 * np.pi)
    dens = np.cumsum((dos[1:] + dos[:-1]) / 2 * np.diff(energy))
    dens = np.concatenate([[0.0], dens])
    rate = -2 * sigma.imag
    return [v[win] for v in (energy, sxx, sxy, dos, dens, rate)]


kubo_rows = []
for x in (0.6, 1.2):
    energy, sxx, sxy, dos, dens, rate = kubo_levels(x)
    s0 = energy * x / (2 * np.pi)
    # finite level number (about 40 filled): agreement to a few per cent
    closed_xx = energy * dos * rate / (1 + rate**2)
    err_xx = np.max(np.abs(sxx - closed_xx) / s0)
    err_xy = np.max(np.abs(sxy - (dens - rate * sxx)) / s0)
    assert err_xx < 0.03 and err_xy < 0.03
    gamma = 2 * np.pi * dos
    u = (energy - 40) / 3
    design = np.column_stack([gamma - 1, np.ones_like(u), u, u**2, u**3])
    for b in (0.0, 2.0):
        r = s0 * rho(sxx + b * s0, sxy)
        fit = np.linalg.lstsq(design, r, rcond=None)[0][0]
        lin = slope_formula(x, b)
        # finite level number and finite oscillation amplitude
        assert abs(fit / lin - 1) < 0.15
        kubo_rows.append((x, b, fit, lin))


# ---- worked example: fans in two windows of one field sweep ----
F, mobility, b = 50.0, 1.0, 2.0
density = 2 * q_e * F / planck
sigma0 = density * q_e * mobility
threshold = np.sqrt(1 + b) / (b * mobility)


def dos_ratio(nu, x):
    nu = np.asarray(nu, float) % 1.0
    T = np.full(nu.shape, 1j)
    for _ in range(600):
        new = np.tan(np.pi * nu + np.pi * T / (2 * x))
        change = np.max(np.abs(new - T))
        T = new
    assert change < 1e-10
    return T.imag


def minima(u, y):
    i = np.where((y[1:-1] < y[:-2]) & (y[1:-1] < y[2:]))[0] + 1
    shift = 0.5 * (y[i - 1] - y[i + 1]) / (y[i - 1] - 2 * y[i] + y[i + 1])
    return u[i] + shift * (u[1] - u[0])


def fan(u_ext):
    freq, icpt = np.polyfit(u_ext, np.arange(u_ext.size), 1)
    return freq, wrap(icpt)


def window(b_low, b_high):
    u = np.linspace(1 / b_high, 1 / b_low, 6001)
    x = mobility / u
    sxx, sxy = band_tensor(dos_ratio(F * u, x), x)
    sxx0, sxy0 = band_tensor(1.0, x)
    d_sig = sxx - sxx0
    d_rho = rho(sxx + b, sxy) - rho(sxx0 + b, sxy0)
    frozen = rho(sxx + b, sxy0) - rho(sxx0 + b, sxy0)
    return {"sigma_xx minima": minima(u, d_sig),
            "rho_xx minima": minima(u, d_rho),
            "rho_xx maxima": minima(u, -d_rho),
            "rho_xx minima, sigma_xy frozen": minima(u, frozen)}


windows = {"low": (0.45, 0.60), "high": (1.10, 1.40)}
expected = {"low": (0.0, 0.0, 0.5, 0.5), "high": (0.0, 0.5, 0.0, 0.5)}
extrema = {w: window(*lim) for w, lim in windows.items()}
fans = {}
for w in windows:
    for (name, u_ext), want in zip(extrema[w].items(), expected[w]):
        fans[w, name] = fan(u_ext)
        assert abs(fans[w, name][0] / F - 1) < 0.005
        assert abs(fans[w, name][1] - want) < 0.03

print("Frequency F = %.1f T, mobility = %.1f m^2/(V s), b = %.1f"
      % (F, mobility, b))
print("Sheet density (two spins) = %.4e m^-2" % density)
print("sigma0 = %.4f mS, parallel channel = %.4f mS"
      % (1e3 * sigma0, 1e3 * b * sigma0))
print("Inversion threshold field = %.4f T" % threshold)
print("Ideal intercept: parabolic %.3f, massless Dirac %.3f"
      % (abs(ideal[0]), ideal[1]))
print("Kubo level sums: slope of sigma0*rho_xx against gamma")
for row in kubo_rows:
    print("  x = %.1f, b = %.0f: sums %.4f, formula %.4f" % row)

ratios = []
for field in (0.5, 1.25):
    x = mobility * field
    sxx0, sxy0 = band_tensor(1.0, x)
    ratio = sxy0 / (sxx0 + b)
    ratios.append(ratio)
    kappa = float(kappa_s.subs(X, x))
    bracket = 1 - ratio**2 + 2 * kappa * ratio
    g_gap, g_level = dos_ratio([0.0, 0.5], x)
    r_gap, r_level = [rho(sx + b, sy) / sigma0 for sx, sy in
                      (band_tensor(g_gap, x), band_tensor(g_level, x))]
    half = (r_level - r_gap) / 2
    linear = slope_formula(x, b) * 2 * np.exp(-np.pi / x) / sigma0
    assert half * linear > 0 and half * bracket < 0
    if field < threshold:
        assert half > 0 and abs(half / linear - 1) < 0.02
    else:
        assert half < 0
    print("At B = %.2f T:" % field)
    print("  sigma_xy/sigma_xx = %.4f, kappa = %.4f" % (ratio, kappa))
    print("  bracket 1-t^2+2*kappa*t = %.4f" % bracket)
    print("  gamma mid-gap = %.4f, at level = %.4f" % (g_gap, g_level))
    print("  smooth rho_xx = %.4f ohm" % (rho(sxx0 + b, sxy0) / sigma0))
    print("  half of rho_xx(level)-rho_xx(gap) = %.5f ohm" % half)
    print("  same, first-order formula = %.5f ohm" % linear)
assert ratios[0] < ratios[1] < 1

for w, lim in windows.items():
    print("Fan, %.2f to %.2f T: frequency (T), intercept, phase/pi" % lim)
    for name in extrema[w]:
        freq, icpt = fans[w, name]
        print("  %s: %.3f, %.3f, %.2f" % (name, freq, icpt, 2 * icpt))

print("Extrema nearest to 1.25 T, background removed:")
for name in list(extrema["high"])[:3]:
    fields = 1 / extrema["high"][name]
    near = fields[np.argmin(np.abs(fields - 1.25))]
    print("  %s: B = %.4f T, F/B = %.3f" % (name, near, F / near))

print("no test failed")
```

Output:

```
Frequency F = 50.0 T, mobility = 1.0 m^2/(V s), b = 2.0
Sheet density (two spins) = 2.4180e+16 m^-2
sigma0 = 3.8740 mS, parallel channel = 7.7481 mS
Inversion threshold field = 0.8660 T
Ideal intercept: parabolic 0.000, massless Dirac 0.500
Kubo level sums: slope of sigma0*rho_xx against gamma
  x = 0.6, b = 0: sums 2.0004, formula 2.0000
  x = 0.6, b = 2: sums 0.0291, formula 0.0286
  x = 1.2, b = 0: sums 1.9109, formula 2.0000
  x = 1.2, b = 2: sums -0.0259, formula -0.0253
At B = 0.50 T:
  sigma_xy/sigma_xx = 0.1429, kappa = -7.0000
  bracket 1-t^2+2*kappa*t = -1.0204
  gamma mid-gap = 0.9962, at level = 1.0037
  smooth rho_xx = 90.3448 ohm
  half of rho_xx(level)-rho_xx(gap) = 0.03862 ohm
  same, first-order formula = 0.03856 ohm
At B = 1.25 T:
  sigma_xy/sigma_xx = 0.2041, kappa = -1.4560
  bracket 1-t^2+2*kappa*t = 0.3641
  gamma mid-gap = 0.7165, at level = 1.1256
  smooth rho_xx = 103.6744 ohm
  half of rho_xx(level)-rho_xx(gap) = -1.51584 ohm
  same, first-order formula = -1.16879 ohm
Fan, 0.45 to 0.60 T: frequency (T), intercept, phase/pi
  sigma_xx minima: 50.000, 0.001, 0.00
  rho_xx minima: 50.001, -0.001, -0.00
  rho_xx maxima: 50.001, 0.500, 1.00
  rho_xx minima, sigma_xy frozen: 50.000, 0.503, 1.01
Fan, 1.10 to 1.40 T: frequency (T), intercept, phase/pi
  sigma_xx minima: 50.002, -0.001, -0.00
  rho_xx minima: 50.003, 0.502, 1.00
  rho_xx maxima: 50.005, -0.004, -0.01
  rho_xx minima, sigma_xy frozen: 50.000, 0.503, 1.01
Extrema nearest to 1.25 T, background removed:
  sigma_xx minima: B = 1.2500 T, F/B = 40.000
  rho_xx minima: B = 1.2347 T, F/B = 40.495
  rho_xx maxima: B = 1.2500 T, F/B = 40.000
no test failed
```
